# Hydrogen-like polarizability and the picture change of the dipole operator: verification in Python

```python
# Result under test: the 1s dipole polarizability of a one-electron ion is
#   alpha = Z^-4 [9/2 - (14/3) x^2 + O(x^4)],  x = Z/c  (Dirac, point nucleus),
# and the share due to transforming the dipole operator vanishes at order x^2:
# its p1/2 and p3/2 parts are -2/3 and +2/3 (times x^2), and what survives is
# -(1/8) x^4 = +1/8 (even block) - 1/4 (odd block, negative-energy states).
# Atomic units. All calculations use Z = 1 and the scaled light speed 1/x.
# kappa: Dirac angular number (-1: s1/2, +1: p1/2, -2: p3/2).
# X: map from large to small components; R = (1 + X^T X)^(-1/2).
import numpy as np
import sympy as sp
from scipy.special import gamma
from scipy import constants

# ---------- symbolic part: nonrelativistic atom in the field +F z ----------
r = sp.symbols('r', positive=True)


def mean(f):
    """1s expectation value of a radial polynomial (powers >= -2)."""
    total = sp.Integer(0)
    for term in sp.Add.make_args(sp.expand(f * r**2)):
        coef, n = term.as_coeff_exponent(r)
        total += 4 * coef * sp.factorial(n) / sp.Integer(2)**(n + 1)
    return total


def laplacian(f, l):
    """Laplacian of f exp(-r) Y_l, divided by exp(-r) Y_l."""
    d1 = sp.diff(f, r)
    return sp.expand(sp.diff(f, r, 2) + 2*d1/r - 2*d1 - 2*f/r + f
                     - l*(l + 1)*f/r**2)


def h0_minus_e0(f, l):
    return sp.expand(-laplacian(f, l)/2 - f/r + f/2)


f1 = -(r + r**2/2)                       # psi1 = f1 cos(theta) psi0
assert sp.expand(h0_minus_e0(f1, 1) + r) == 0
E2 = mean(r*f1)/3
shape = 3*r**2/4 + r**3/4 + r**4/24
g0 = -mean(shape) - mean(f1**2)/6        # from normalization at order F^2
g = g0 + shape                           # s part of psi2 = g psi0
assert sp.expand(h0_minus_e0(g, 0) + r*f1/3 - E2) == 0
alpha_nr = -2*E2
assert alpha_nr == sp.Rational(9, 2)


def second_order_mean(w):
    """F^2 coefficient of the expectation value of a radial operator."""
    return 2*mean(w*g) + mean(w*f1**2)/3


inv_r = second_order_mean(1/r)
inv_r2 = second_order_mean(1/r**2)
z_1 = 2*mean(r*f1)/3                     # F coefficient of <z>
z_over_r_1 = 2*mean(f1)/3                # F coefficient of <z/r>
z_sq = mean(r**2)/3
assert inv_r == -9                       # Hellmann-Feynman value
E0 = sp.Rational(-1, 2)
square = (2*E0*E2 + 2*(E0*inv_r + E2*mean(1/r)) - 2*E0*z_1
          + inv_r2 - 2*z_over_r_1 + z_sq)     # of (E - V - F z)^2
p4 = (2*mean(laplacian(sp.Integer(1), 0)*laplacian(g, 0))
      + mean(laplacian(f1, 1)**2)/3)          # of p^4, from Laplacians
assert p4 == 4*square
mass_velocity = -2*(-square/2)
darwin = -2*(2*g0/2)
first_rel = mass_velocity + darwin
assert first_rel == sp.Rational(-14, 3)

# Picture-change terms from radial means, angular weights and spin factors
weight = {1: sp.Rational(1, 9), -2: sp.Rational(2, 9)}
spin_factor = {1: -2, -2: 1}
l_dot_s = {1: sp.Integer(-1), -2: sp.Rational(1, 2)}
assert sp.expand(h0_minus_e0(r, 1) - 1) == 0
pc_channel = {k: spin_factor[k]*weight[k]*mean(-f1) for k in weight}
pc_square = sum(weight[k]*spin_factor[k]**2 for k in weight)*mean(r)/8
pc_so = -sum(weight[k]*spin_factor[k]*l_dot_s[k]
             for k in weight)*mean(-f1/r**2)/2
pc_scalar = mean(-f1/r**2)/6
pc_even = pc_square + pc_so + pc_scalar
pc_odd = 2*sp.Rational(1, 4)/(-2)


# ---------- numerical part: radial Dirac equation ----------
def overlap(f, h, extra, a):
    """Integrals of f_i h_j r^extra; functions are sums c_i r^n exp(-a_i r^2)."""
    s = a[:, None] + a[None, :]
    out = np.zeros_like(s)
    for cf, nf in f:
        for ch, nh in h:
            m = (nf + nh + extra + 1)/2
            out += np.outer(cf, ch)*0.5*gamma(m)*s**(-m)
    return out


def orthonormalizer(s):
    d = 1/np.sqrt(np.diag(s))
    val, vec = np.linalg.eigh(s*np.outer(d, d))
    return d[:, None]*((vec/np.sqrt(val)) @ vec.T)


def channel(kappa, c, a):
    """Dirac states and exact decoupling for one kappa."""
    l = kappa if kappa > 0 else -kappa - 1
    one = np.ones_like(a)
    large = [(one, l + 1)]
    small = [(-2*a, l + 2)]              # (d/dr + kappa/r) of large functions
    if l + 1 + kappa != 0:
        small.append(((l + 1 + kappa)*one, l))
    ql = overlap(small, small, 0, a)
    bl = orthonormalizer(overlap(large, large, 0, a))
    bs = orthonormalizer(ql)
    n = len(a)
    momentum = bs.T @ ql @ bl
    vl = -bl.T @ overlap(large, large, -1, a) @ bl
    vs = -bs.T @ overlap(small, small, -1, a) @ bs
    h = np.block([[vl, c*momentum.T], [c*momentum, vs - 2*c*c*np.eye(n)]])
    h = (h + h.T)/2
    e, v = np.linalg.eigh(h)
    assert e[n - 1] < -c*c < e[n]
    cl, cs = v[:n, n:], v[n:, n:]
    x_map = np.linalg.solve(cl.T, cs.T).T
    val, vec = np.linalg.eigh(np.eye(n) + x_map.T @ x_map)
    renorm = (vec/np.sqrt(val)) @ vec.T
    two = ((vec*np.sqrt(val)) @ vec.T) @ cl
    return dict(large=large, small=small, bl=bl, bs=bs, h=h, e=e, v=v,
                X=x_map, R=renorm, two=two, n=n)


def polarizability(x, a):
    """Z^4 alpha and its parts, each as an array (p1/2, p3/2)."""
    c = 1/x
    s = channel(-1, c, a)
    n = s['n']
    e0, v0, t0 = s['e'][n], s['v'][:, n], s['two'][:, 0]
    res = {key: [] for key in ('dirac', 'even', 'bare', 'odd')}
    for kappa in (1, -2):
        p = channel(kappa, c, a)
        w = float(weight[kappa])
        rl = p['bl'].T @ overlap(p['large'], s['large'], 1, a) @ s['bl']
        rs = p['bs'].T @ overlap(p['small'], s['small'], 1, a) @ s['bs']
        force = np.concatenate([rl @ v0[:n], rs @ v0[n:]])
        response = np.linalg.solve(p['h'] - e0*np.eye(2*n), force)
        res['dirac'].append(2*w*force @ response)
        transformed = p['R'] @ (rl + p['X'].T @ rs @ s['X']) @ s['R']
        gap = p['e'][n:] - e0
        res['even'].append(2*w*np.sum((p['two'].T @ transformed @ t0)**2/gap))
        res['bare'].append(2*w*np.sum((p['two'].T @ rl @ t0)**2/gap))
        neg = p['v'][:, :n].T @ force
        res['odd'].append(2*w*np.sum(neg**2/(p['e'][:n] - e0)))
    out = {key: np.array(val) for key, val in res.items()}
    assert np.allclose(out['even'] + out['odd'], out['dirac'],
                       rtol=0, atol=1e-7)
    exact = -1/(1 + np.sqrt(1 - x*x))
    out['energy_error'] = abs(e0 - exact)
    assert out['energy_error'] < 1e-6    # finite Gaussian basis
    return out


basis = 0.002*2.0**np.arange(32)
xs = np.array([0.06, 0.10, 0.14])
runs = [polarizability(x, basis) for x in xs]


def at_zero(values):
    """Limit x -> 0 of a smooth function of x^2 from three points."""
    return np.linalg.solve(np.vander(xs**2, 3, increasing=True), values)[0]


tot = {key: np.array([q[key].sum() for q in runs])
       for key in ('dirac', 'even', 'bare', 'odd')}
rel_coef = at_zero((tot['dirac'] - 4.5)/(4.5*xs**2))
bare_coef = at_zero((tot['bare'] - 4.5)/(4.5*xs**2))
share_x2 = at_zero((tot['dirac'] - tot['bare'])/xs**2)
chan = [at_zero(np.array([(q['even'][i] - q['bare'][i])/x**2
                          for q, x in zip(runs, xs)])) for i in (0, 1)]
even_x4 = at_zero((tot['even'] - tot['bare'])/xs**4)
odd_x4 = at_zero(tot['odd']/xs**4)

print('Symbolic results, Z = 1 (a.u.)')
print('energy coefficient E2 of F^2 =', E2)
print('nonrelativistic polarizability =', alpha_nr)
print('constant g0 in second-order function =', g0)
print('F^2 part of <1/r>, <1/r^2> =', inv_r, ',', inv_r2)
print('F part of <z>, <z/r> =', z_1, ',', z_over_r_1)
print('<z^2> in 1s =', z_sq)
print('F^2 part of <(E-V-Fz)^2>, <p^4> =', square, ',', p4)
print('x^2 coefficient: mass-velocity =', mass_velocity)
print('x^2 coefficient: Darwin =', darwin)
print('x^2 coefficient: sum =', first_rel)
print('relative x^2 coefficient =', first_rel/alpha_nr)
print('dipole share x^2, p1/2 and p3/2 =', pc_channel[1], ',', pc_channel[-2])
print('dipole share x^4: spin term squared =', pc_square)
print('dipole share x^4: spin term with spin-orbit =', pc_so)
print('dipole share x^4: spin-free term =', pc_scalar)
print('dipole share x^4: even, odd, sum =', pc_even, ',', pc_odd, ',',
      pc_even + pc_odd)
print('Dirac calculation, Z^4 alpha (a.u.)')
for i, x in enumerate(xs):
    print(f'x = {x:.2f}: Dirac {tot["dirac"][i]:.7f}, '
          f'bare dipole {tot["bare"][i]:.7f}')
print(f'extrapolated relative x^2 coefficient, Dirac = {rel_coef:.5f}')
print(f'same with bare dipole = {bare_coef:.5f}')
print(f'-28/27 = {-28/27:.5f}')
print(f'extrapolated dipole share / x^2 = {share_x2:.1e}')
print(f'its p1/2 and p3/2 parts = {chan[0]:.4f}, {chan[1]:.4f}')
print(f'extrapolated share / x^4: even {even_x4:.4f}, odd {odd_x4:.4f}')

assert abs(rel_coef + 28/27) < 1e-4      # basis error divided by x^2
assert abs(bare_coef + 28/27) < 2e-4
assert abs(share_x2) < 5e-4
assert abs(chan[0] - float(pc_channel[1])) < 2e-3
assert abs(chan[1] - float(pc_channel[-2])) < 2e-3
assert abs(even_x4 - float(pc_even)) < 5e-3   # higher terms in extrapolation
assert abs(odd_x4 - float(pc_odd)) < 5e-3

# ---------- worked example: hydrogen-like yttrium ----------
Z = 39
c_light = 1/constants.fine_structure
xy = Z/c_light
y = polarizability(xy, basis)
y2 = polarizability(xy, 0.002*1.8**np.arange(38))
basis_change = abs(y['dirac'].sum() - y2['dirac'].sum())
assert basis_change < 1e-5
unit = 1e6/Z**4                          # to 1e-6 bohr^3
series = 4.5*(1 - 28*xy**2/27)
full, bare = y['dirac'].sum(), y['bare'].sum()
even_parts = y['even'] - y['bare']
angstrom3 = (constants.physical_constants['Bohr radius'][0]*1e10)**3
print('Y38+, polarizabilities in 1e-6 bohr^3')
print(f'Z = {Z}, c = {c_light:.6f} a.u., x = {xy:.6f}')
print(f'nonrelativistic = {4.5*unit:.6f}')
print(f'x^2 formula = {series*unit:.6f}')
print(f'Dirac = {full*unit:.6f}')
print(f'two-component, bare dipole = {bare*unit:.6f}')
print(f'dipole share, total = {(full - bare)*unit:.6f}')
print(f'even-block share, p1/2 = {even_parts[0]*unit:.6f}')
print(f'even-block share, p3/2 = {even_parts[1]*unit:.6f}')
print(f'even-block share, sum = {even_parts.sum()*unit:.6f}')
print(f'odd-block share = {y["odd"].sum()*unit:.6f}')
print(f'leading estimate of total share = {-xy**4/8*unit:.6f}')
print(f'relativistic change, Dirac = {100*(full/4.5 - 1):.3f} %')
print(f'error of x^2 formula = {100*(series/full - 1):.3f} %')
print(f'error of bare dipole = {100*(bare/full - 1):.4f} %')
print(f'Dirac result = {full/Z**4*angstrom3:.5e} angstrom^3')
print(f'change with second basis = {basis_change*unit:.1e}')
print('checks complete')
```

Running it gives:

```
Symbolic results, Z = 1 (a.u.)
energy coefficient E2 of F^2 = -9/4
nonrelativistic polarizability = 9/2
constant g0 in second-order function = -31/4
F^2 part of <1/r>, <1/r^2> = -9 , -329/12
F part of <z>, <z/r> = -9/2 , -2
<z^2> in 1s = 1
F^2 part of <(E-V-Fz)^2>, <p^4> = -121/6 , -242/3
x^2 coefficient: mass-velocity = -121/6
x^2 coefficient: Darwin = 31/2
x^2 coefficient: sum = -14/3
relative x^2 coefficient = -28/27
dipole share x^2, p1/2 and p3/2 = -2/3 , 2/3
dipole share x^4: spin term squared = 1/8
dipole share x^4: spin term with spin-orbit = -1/4
dipole share x^4: spin-free term = 1/4
dipole share x^4: even, odd, sum = 1/8 , -1/4 , -1/8
Dirac calculation, Z^4 alpha (a.u.)
x = 0.06: Dirac 4.4832065, bare dipole 4.4832081
x = 0.10: Dirac 4.4533859, bare dipole 4.4533985
x = 0.14: Dirac 4.4087363, bare dipole 4.4087848
extrapolated relative x^2 coefficient, Dirac = -1.03707
same with bare dipole = -1.03707
-28/27 = -1.03704
extrapolated dipole share / x^2 = 2.6e-06
its p1/2 and p3/2 parts = -0.6667, 0.6667
extrapolated share / x^4: even 0.1249, odd -0.2499
Y38+, polarizabilities in 1e-6 bohr^3
Z = 39, c = 137.035999 a.u., x = 0.284597
nonrelativistic = 1.945154
x^2 formula = 1.781771
Dirac = 1.783277
two-component, bare dipole = 1.783628
dipole share, total = -0.000351
even-block share, p1/2 = -0.021341
even-block share, p3/2 = 0.021613
even-block share, sum = 0.000273
odd-block share = -0.000623
leading estimate of total share = -0.000354
relativistic change, Dirac = -8.322 %
error of x^2 formula = -0.084 %
error of bare dipole = 0.0197 %
Dirac result = 2.64254e-07 angstrom^3
change with second basis = 1.4e-07
checks complete
```
